# Finding Ghost States in an Atomic PAW Set with Spherical Bessel Functions

Before a projector augmented-wave (PAW) set is used in a production run, two decisions are due: whether to accept the set, and which plane-wave cutoff to give it. An atomic calculation in a sphere helps with both. It costs almost nothing, but it has a setting of its own, the sphere radius $R$, whose error must not be mistaken for a fault of the set. The analysis below separates the errors and shows what each test can and cannot detect.

## The problem that is diagonalized

Atomic units are used in the algebra, eV and Å for numbers. Radial functions are written $u(r)=r\,\mathcal R(r)$, so that $\langle f|g\rangle=\int f g\,dr$ and

$$T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.$$

The all-electron potential $v(r)$ is that of the self-consistent atom and is kept frozen. The test therefore concerns the set in the atom that generated it.

For each $l$, choose $m$ reference energies $\varepsilon_i$ and solve $(T+v)\phi_i=\varepsilon_i\phi_i$ outward from the nucleus. Smooth waves $\tilde\phi_i$ replace $\phi_i$ inside $r_c$ and join them smoothly there; a smooth local potential $\tilde v$ likewise joins $v$. In this section all integrals run from 0 to $r_c$. Define

$$\chi_i=(T+\tilde v-\varepsilon_i)\tilde\phi_i,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad p_i=\sum_k\chi_k(B^{-1})_{ki}.$$

Outside $r_c$ the $\chi_i$ vanish, and so do the projectors $p_i$. If $B$ is invertible, then $\langle\tilde\phi_j|p_i\rangle=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ji}$.

The PAW strengths are differences between all-electron and smooth integrals:

$$O_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad D_{ij}=\langle\phi_i|T+v|\phi_j\rangle-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle .$$

Inserting $(T+v)\phi_j=\varepsilon_j\phi_j$ and $(T+\tilde v)\tilde\phi_j=\varepsilon_j\tilde\phi_j+\chi_j$ gives $D_{ij}=\varepsilon_jO_{ij}-B_{ij}$. This matrix is symmetric. Two partial integrations give, for functions that vanish at the origin,

$$\langle f|Tg\rangle-\langle g|Tf\rangle=-\tfrac12\,(fg'-f'g)\big|_{r_c},\tag{1}$$

and the smooth and all-electron surface terms cancel because values and slopes agree at $r_c$.

The operators are

$$\tilde H=T+\tilde v+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\qquad \tilde S=1+\sum_{ij}|p_i\rangle O_{ij}\langle p_j| .$$

Acting on a smooth wave, and using $\chi_j=\sum_kp_kB_{kj}$,

$$(\tilde H-\varepsilon_j\tilde S)\tilde\phi_j=\chi_j+\sum_kp_k(D_{kj}-\varepsilon_jO_{kj})=\chi_j-\sum_kp_kB_{kj}=0 .$$

If $\varepsilon_1$ is the valence eigenvalue of the free atom, it is thus an eigenvalue of the PAW problem too. This holds for any $\tilde v$ with invertible $B$, so finding the valence level in the right place says nothing about the other levels.

## First check: the overlap must be positive

A function orthogonal to all $p_i$ is an eigenfunction of $\tilde S$ with eigenvalue 1. Any other eigenfunction can be sought as $f=\sum_ic_ip_i$. With $W_{ij}=\langle p_i|p_j\rangle$,

$$\tilde S f=\sum_ip_i\,[c+OWc]_i ,$$

so the remaining eigenvalues are $1+\lambda$, with $\lambda$ an eigenvalue of the small matrix $OW$. If one of them is not positive, the set assigns zero or negative charge to some smooth function, and the variational arguments below fail. Such a set should be rejected before any levels are counted.

## The basis, and what the cutoff does

In a sphere with $u(R)=0$, take $f_n=r\,j_l(q_nr)$ with $j_l(q_nR)=0$. Since $Tf_n=\tfrac12q_n^2f_n$, equation (1) applied at $R$, where the functions vanish, gives $(q_n^2-q_k^2)\langle f_n|f_k\rangle=0$, which is orthogonality.

For the norm, let $f=r\,j_l(qr)$ and $g=\partial f/\partial q$. Differentiating $f''=[l(l+1)/r^2-q^2]f$ with respect to $q$ gives $g''=[l(l+1)/r^2-q^2]g-2qf$. Hence $fg''-gf''=-2qf^2$. Integrating from 0 to $R$ and using $f(R)=0$ leaves $g(R)f'(R)=2q\int_0^Rf^2dr$. With $z=qR$, $g(R)=R^2j_l'(z)$ and $f'(R)=z\,j_l'(z)$, so

$$\int_0^R r^2j_l(q_nr)^2dr=\frac{R^3}{2}\,j_l'(z_n)^2=\frac{R^3}{2}\,j_{l+1}(z_n)^2 .$$

The last step uses $j_l'=(l/z)j_l-j_{l+1}$ at a zero of $j_l$. With normalized functions $b_n$ and $P_{ni}=\langle b_n|p_i\rangle$, the matrices are

$$H_{nk}=\tfrac12q_n^2\delta_{nk}+\langle b_n|\tilde v|b_k\rangle+(PDP^T)_{nk},\qquad S_{nk}=\delta_{nk}+(POP^T)_{nk},$$

where $\tilde v$ means $v$ beyond $r_c$. All functions with $\tfrac12q_n^2\le E_{\rm cut}$ are kept.

A plane wave of wavevector $\mathbf k$ contains $j_l(kr)$ around each atom, with the same kinetic energy $k^2/2$. This is why the atomic cutoff is a guide to the plane-wave cutoff. It is not a substitute for a convergence test on the quantity wanted.

When $\tilde S>0$, the $k$-th eigenvalue is the minimum, over all $k$-dimensional subspaces of the basis, of the largest value of $\langle f|\tilde H|f\rangle/\langle f|\tilde S|f\rangle$ in the subspace. Raising $E_{\rm cut}$ at fixed $R$ adds functions and keeps the old ones, so the minimum is over more subspaces and no eigenvalue can rise. Changing $R$ changes every basis function, and this argument then does not apply. The cutoff should therefore be converged at fixed $R$.

## Counting levels to find a ghost

A sphere also discretizes the continuum, so many levels are expected at positive energy. The proper reference is the all-electron spectrum in the same sphere, with the core levels removed. A ghost is an excess of PAW levels over this reference below some energy $E$ that lies well away from the reference levels, so that a small error of an ordinary level is not counted. Convenient values of $E$ lie midway between neighbouring reference levels, with one more below the lowest.

One cause of ghosts can be bounded. Suppose $T+\tilde v$ alone has $N_{\rm loc}$ levels below $E$. They span a space in which $\langle f|T+\tilde v|f\rangle<E\langle f|f\rangle$. Requiring $\langle p_i|f\rangle=0$ for $m$ projectors removes at most $m$ dimensions. On what remains the nonlocal terms vanish, so

$$\langle f|\tilde H|f\rangle=\langle f|T+\tilde v|f\rangle<E\langle f|f\rangle=E\langle f|\tilde S|f\rangle .$$

By the minimum principle the number of PAW levels below $E$ satisfies

$$N_{\rm PAW}(E)\ \ge\ N_{\rm loc}(E)-m .\tag{2}$$

If the right side exceeds the all-electron valence count, a ghost is certain. The converse does not hold: a ghost can be present when (2) demands none. In a channel without projectors, $N_{\rm PAW}=N_{\rm loc}$, and every surplus level of the local potential is a ghost.

## Why matching scattering is not enough

The usual scattering test compares logarithmic derivatives $L=u'/u$ at $r_c$. At $\varepsilon_i$ they agree because $\tilde\phi_i$ and $\phi_i$ join there. Their energy slopes agree as well. With $\dot u=\partial u/\partial E$, differentiating $(T+v-E)u=0$ gives $(T+v-E)\dot u=u$. Multiplying by $u$, integrating to $r_c$ and using (1),

$$\int_0^{r_c}u^2dr=\langle u|T\dot u\rangle-\langle\dot u|Tu\rangle=-\tfrac12(u\dot u'-u'\dot u)\big|_{r_c},\qquad \frac{dL}{dE}=\frac{u\dot u'-u'\dot u}{u^2}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2dr .\tag{3}$$

In the PAW problem the symmetric nonlocal terms cancel in the same subtraction, and the integral becomes $\langle\tilde u|\tilde S|\tilde u\rangle$. For $\tilde\phi_i$ this is $\int\tilde\phi_i^2dr+O_{ii}=\int\phi_i^2dr$, the all-electron value. The error of $L$ thus starts at second order in $E-\varepsilon_i$, provided that $u(r_c)\ne0$ and that the inner solution is unique.

None of this limits the number of levels elsewhere. A scan of $L$ can reveal a ghost if it covers the ghost's energy, but equation (3) shows the difficulty: for a state concentrated inside $r_c$, $u(r_c)^2$ is small compared with the inner norm, $L$ varies steeply, and a coarse energy grid can step over the feature. Diagonalization has no such grid.

## The error made by the wall

Let $u$ be the normalized bound state of the free atom at energy $E$, and $u_R$ the state in the sphere at $E+\Delta E$. Subtracting their equations and using (1) at $R$, where $u_R=0$,

$$\Delta E\int_0^Ru\,u_R\,dr=-\tfrac12u(R)\,u_R'(R) .$$

For a distant wall the integral is close to 1. Near the wall $u_R\approx u-[u(R)/g(R)]\,g$, where $g$ is the solution at energy $E$ that grows outward; this combination vanishes at $R$. Hence

$$u_R'(R)\approx-u(R)\left[\frac{g'}{g}-\frac{u'}{u}\right]_R .$$

If $\kappa(r)^2=2[v(r)+l(l+1)/2r^2-E]$ varies slowly, $|\kappa'|\ll\kappa^2$, then $u$ and $g$ behave as $\kappa^{-1/2}e^{\mp\int\kappa\,dr}$. Their logarithmic derivatives are $\mp\kappa-\kappa'/2\kappa$, and the bracket equals $2\kappa$. Therefore

$$\Delta E\approx\kappa(R)\,u(R)^2\qquad\Big(|\kappa'|\ll\kappa^2,\ \int_0^Ru\,u_R\,dr\approx1\Big).\tag{4}$$

The shift is upward and falls roughly as $e^{-2\kappa R}$, so among the levels to be compared with the free atom, the most weakly bound one sets the sphere size. The PAW level shifts in nearly the same way, because the equations coincide outside $r_c$ and the inner scattering error is of second order in the small shift.

The total deviation from the free atom splits as

$$E_{\rm PAW}(E_{\rm cut},R)-E_{\rm AE}(\infty)=[E_{\rm PAW}(E_{\rm cut},R)-E_{\rm PAW}(\infty,R)]+[E_{\rm PAW}(\infty,R)-E_{\rm AE}(R)]+[E_{\rm AE}(R)-E_{\rm AE}(\infty)],$$

which are the errors of the basis, the PAW set and the wall. The last bracket involves no PAW quantity and should not be charged to the set.

## Phosphorus as an example

The atom is treated in the non-relativistic, spin-unpolarized, spherical local-density approximation, so its levels are references for the PAW set and not predictions of measured energies. The valence levels are $-13.942$ eV (3s) and $-5.608$ eV (3p). With $r_c=1$ Å, the s and p channels each have two projectors, one at the valence level and one at $+10$ eV.

The smooth waves are polynomials matched through the third derivative that minimize $\int(T^2\tilde\phi)^2dr$. An optional penalty on their norm proved unnecessary: without it the set already met the selection conditions, namely a lowest overlap eigenvalue of at least 0.2 (required also with the 800 eV well introduced below), no excess levels, and levels within 0.05 eV of the reference at $R=8$ Å. The s overlap is not far above its limit, at 0.24; the p value is 0.93.

**Cutoff.** The table gives the PAW level minus the all-electron level, both at $R=8$ Å.

| $E_{\rm cut}$ (eV) | 3s (eV) | 3p (eV) |
|---|---|---|
| 50 | 0.0784 | 1.3042 |
| 100 | 0.0203 | 0.1168 |
| 200 | 0.0015 | 0.0020 |
| 400 | 0.0002 | 0.0001 |

Up to 200 eV the more weakly bound 3p level has the larger error, and at 400 eV the 3s level has. Weaker binding therefore does not imply a lower cutoff, and every valence level has to be checked. In a sphere of 7 Å, which played no part in the selection, the lowest four levels of each channel, computed at a cutoff of 3200 eV, agree with the reference to 0.00002 eV.

The cutoff belongs to the set and not to the element. Another phosphorus set, with differently smoothed waves and a local potential raised by 40 eV at the nucleus, still misses a valence level by 0.040 eV at 1600 eV and by 0.005 eV at 3200 eV. Several ingredients differ, so this comparison does not isolate one cause.

**Ghosts.** Keeping $\phi_i$ and $\tilde\phi_i$ fixed, a well $-\Delta\,[1-(r/r_c)^4]^3$ is added to $\tilde v$. The s levels are counted at $R=8$ Å and a cutoff of 3200 eV, below an energy 1 eV under 3s, where the all-electron valence count is zero.

| $\Delta$ (eV) | $N_{\rm loc}$ | $N_{\rm PAW}$ | lowest s level (eV) |
|---|---|---|---|
| 0 | 1 | 0 | $-13.9$ |
| 200 | 2 | 0 | $-13.9$ |
| 400 | 2 | 1 | $-139.7$ |
| 800 | 3 | 2 | $-482.6$ |

At 800 eV, (2) requires at least $3-2=1$ ghost, and two occur. At 400 eV it requires none, yet one is present. The p channel also has an excess level at both depths.

A shallower potential is not automatically safe. For $\Delta=-20$ and $-40$ eV the lowest s overlap eigenvalue is $-1.3$ and $-18.7$, and both sets are rejected. Since $O$ does not depend on $\tilde v$, the change enters through the projectors in $W$.

The set with the ghost at $-139.7$ eV passes the scattering test at both s reference energies. Its logarithmic derivatives are $-0.65764$ and $-8.64091$ Å$^{-1}$, equal to the all-electron values in every digit shown.

**Sphere size.** For 3p, the all-electron wall shift and the estimate (4) are:

| $R$ (Å) | shift (meV) | $\kappa u^2$ (meV) |
|---|---|---|
| 4 | 21.20 | 21.10 |
| 5 | 1.916 | 1.919 |
| 6 | 0.168 | 0.168 |

The PAW shifts agree with the all-electron ones to 0.0001 meV. The shift falls by $21.20/1.916=11.1$ and then by $1.916/0.168=11.4$ per ångström. Continuing at that rate gives an estimate of 0.015 meV at 7 Å.

Between $R=6$ and 10 Å the lowest positive s level of the clean set drops from 4.45 to 1.10 eV, while the ghost stays at $-139.66$ eV, unchanged to 0.00001 eV. The positive level is the third s level: below it lies an empty, weakly bound 4s level of this potential, which is physical but still moves from $-0.03$ to $-0.35$ eV over the same range. From 800 eV upward the ghost also converges with cutoff: $-139.50$, $-139.660$ and $-139.661$ eV at 800, 1600 and 3200 eV; a different radial mesh with a complete basis lowers the last value by a further 0.0005 eV. Stability against both settings therefore shows that a level is localized and converged, and leaves open whether it is physical.

## Choosing the settings

1. Compute the lowest eigenvalue of $\tilde S$ from $OW$. Reject the set if it is not positive, and be wary if it is small.
2. Choose $R$ from (4) for the most weakly bound occupied level. For phosphorus 3p, 6 Å keeps the wall error below 0.2 meV.
3. At that $R$, raise $E_{\rm cut}$ until all valence levels are stable. For this set at $R=8$ Å, 200 eV leaves errors of up to 2 meV and 400 eV up to 0.2 meV, relative to all-electron levels in the same sphere.
4. Count levels against the all-electron ones in the same sphere, starting below the lowest valence level and going up to the highest energy the application needs. Include every $l$ that matters, also channels without projectors. Count at a cutoff well above the one found in step 3: a finite basis can only undercount the levels below a given energy, and in this example the ghost near $-139.7$ eV needs far more cutoff than the valence levels (at 200 eV it is missing and the lowest s level is still $-13.9$ eV; at 800 eV it is 0.17 eV too high).
5. If a ghost appears, change the local potential or the projectors and start again from the overlap. More cutoff does not remove it, since eigenvalues can only fall as the basis grows at fixed $R$.

A clean result covers the channels and the energy window examined, in the frozen potential of the atom. The example says nothing about d or f channels, or about energies above 10 eV. A changed environment alters the potential and the strengths $D_{ij}$, so a set meant for strongly different conditions needs further tests there. The numerical check accompanying this guide carries out the phosphorus calculations described here, apart from the 200 eV count in step 4, the 4s energies and the change of mesh.

## Numbers as computed

```
P atom, LDA; SCF cycles: 37
virial residual 4.9e-07 eV
AE 3s -13.94213 eV = -0.512364 hartree
AE 3p -5.60772 eV = -0.206080 hartree
rc 1.00 A; second reference energy 10.0 eV
smooth potential: at r=0 -72.820 eV, at rc -23.033 eV
l=0: mu 0 hartree^4, O eigenvalues -0.8809 0.0010, lowest S 0.2391
l=1: mu 0 hartree^4, O eigenvalues -0.0444 0.0001, lowest S 0.9295
edge-layer waves, depth -40 eV: valence error at 1600, 3200 eV: 0.03961 0.00509 eV
Ghost scan, R=8 A, cutoff 3200 eV; excess = PAW-AE count
depth/eV  s: Nloc NPAW below 3s, excess | p: excess | lowest s/eV
   -40 rejected, lowest S (s, p) -18.692 0.403
   -20 rejected, lowest S (s, p) -1.314 0.934
     0        1    0          0            0        -13.942
    50        1    0          0            0        -13.942
   100        1    0          0            0        -13.942
   200        2    0          0            0        -13.942
   400        2    1          1            1       -139.661
   800        3    2          2            1       -482.615
clean set: depth 0 eV; ghost set: depth 400 eV
PAW minus AE level in the same sphere, R=8 A
cutoff/eV  functions(s)   3s/eV        3p/eV
    50          9         0.078400     1.304242
   100         13         0.020250     0.116751
   200         18         0.001473     0.001996
   400         26         0.000154     0.000077
   800         36         0.000026     0.000007
  1600         52         0.000002     0.000000
  3200         73         0.000000     0.000000
l=0, R=7 A: 4 levels below 10 eV, largest |PAW-AE| 0.00002 eV
l=1, R=7 A: 4 levels below 10 eV, largest |PAW-AE| 0.00000 eV
s log derivative at -13.942 eV: AE -0.65764, clean -0.65764, ghost -0.65764 1/A
s log derivative at 10.000 eV: AE -8.64091, clean -8.64091, ghost -8.64091 1/A
even part of scattering error, ratio on halving the step: 3.997
ghost at cutoff 800 eV: -139.4955 eV
ghost at cutoff 1600 eV: -139.6601 eV
ghost at cutoff 3200 eV: -139.6613 eV
ghost at R=6, 10 A: -139.66133 -139.66133 eV
lowest s continuum level at R=6, 10 A: 4.4487 1.1034 eV
3p wall shift/eV:  R/A   AE          PAW         kappa*u^2   ratio
                    4    0.0212014   0.0212014   0.0211011  0.9953
                    5    0.0019158   0.0019157   0.0019185  1.0015
                    6    0.0001677   0.0001677   0.0001679  1.0009
```
